# Coherency energy of a long-period superlattice with harmonic layers

Suppose the energy of an interface between two crystals A and B is to be found from a superlattice calculation. One must decide which bulk energies to subtract. If the reference is the two crystals at their own free lattice parameters, and these differ, the remainder grows in proportion to the period, and dividing it by the interface area gives no interface energy. The growing part is the coherency energy: the cost of forcing both crystals onto one in-plane lattice. It can be found without any superlattice, from bulk cells alone, and for harmonic layers it has a closed form.

## Setting and conventions

The crystals are cubic, with free lattice parameters $a_A$ and $a_B$, and are stacked along $z=[001]$. Let

$$a_0=\tfrac12(a_A+a_B),\qquad \delta=\frac{a_A-a_B}{a_0}.$$

Layer A fills the fraction $x$ of the stack, with $0<x<1$, and $L$ is the period. Volumes, areas and $L$ refer to the unstrained layers. The assumptions are these.

1. The layers are coherent: they share one square in-plane lattice of parameter $a$, without dislocations. The stack is flat, $a$ is free to relax, and so are all spacings along $z$.
2. The bulk energy density $W_K(a)$ of crystal $K$ ($K=A,B$), strained in the plane and relaxed along $z$, is smooth, is zero at $a_K$, and rises on either side.
3. Interfaces act at short range. The energy per volume is
$$w_L(a)=xW_A(a)+(1-x)W_B(a)+\frac{2\gamma_L(a)}{L},\tag{1}$$
where $|\gamma_L(a)|\le\Gamma$ for all $L$ and all $a$ in an interval $I$ that contains $a_A$ and $a_B$ in its interior. The factor 2 counts the two interfaces in each period.

Assumption 3 fails if the interfaces carry charge that sets up a uniform electric field inside the layers. While that charge stays fixed, the field energy is proportional to volume and must be added to the elastic energy. In a long enough period the potential drop across a layer reaches the band gap; charge then moves between the interfaces and the field weakens.

The biaxial modulus $M_K$ is defined by $W_K=M_Ke^2$ for small equal in-plane strains $e_{xx}=e_{yy}=e$. There is no factor $\tfrac12$ in this definition.

**Theorem.** Under these assumptions the minimum of $w_L(a)$ over $I$ tends, as $L\to\infty$, to

$$W_{\rm coh}=\frac{x(1-x)M_AM_B\,\delta^2}{xM_A+(1-x)M_B}+O(\delta^3).\tag{2}$$

## Three lemmas

**Lemma 1 (normal relaxation).** For a cubic (001) layer whose surface normal is free of stress,

$$e_z=-\frac{2C_{12}}{C_{11}}e,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}},\qquad \sigma_{xx}=\sigma_{yy}=Me.$$

*Proof.* Without shear, the harmonic energy density of a cubic crystal is

$$W=\tfrac12C_{11}(e_{xx}^2+e_{yy}^2+e_z^2)+C_{12}(e_{xx}e_{yy}+e_{xx}e_z+e_{yy}e_z).$$

Setting $e_{xx}=e_{yy}=e$ gives

$$W=(C_{11}+C_{12})e^2+2C_{12}\,e\,e_z+\tfrac12C_{11}e_z^2.$$

The spacing along $z$ is free, so $\partial W/\partial e_z=2C_{12}e+C_{11}e_z=0$, which gives the stated $e_z$. Inserted in the last two terms, it yields

$$-\frac{4C_{12}^2}{C_{11}}e^2+\frac{2C_{12}^2}{C_{11}}e^2=-\frac{2C_{12}^2}{C_{11}}e^2,$$

and $M$ follows. The stress is

$$\sigma_{xx}=\frac{\partial W}{\partial e_{xx}}=C_{11}e+C_{12}e+C_{12}e_z=Me,$$

and $\sigma_{yy}$ is the same by symmetry. $\square$

The factor of two can be traced here. The derivative $dW/de=2Me$ is the sum of two equal stresses, because two strains change together. Also $M=(C_{11}-C_{12})(C_{11}+2C_{12})/C_{11}$, which is positive for a stable cubic crystal.

**Lemma 2 (long period).** Let $w(a)=xW_A(a)+(1-x)W_B(a)$. The minima of $w_L$ and $w$ over $I$ differ by at most $2\Gamma/L$.

*Proof.* By (1), $|w_L(a)-w(a)|\le2\Gamma/L$ everywhere in $I$. At the minimizer of $w$, the function $w_L$ is at most $\min w+2\Gamma/L$, so $\min w_L\le\min w+2\Gamma/L$. Exchanging the two functions gives the opposite inequality. $\square$

**Lemma 3 (strains).** To leading order the layer strains are $e_K=(a-a_K)/a_0$, and they obey $e_B-e_A=\delta$. For $a$ between $a_A$ and $a_B$, using them in $W_K=M_Ke_K^2$ causes an energy error of order $\delta^3$.

*Proof.* The strain of layer $K$ relative to its own free state is $(a-a_K)/a_K$. Here $a-a_K$ is of order $\delta a_0$, and $a_K=a_0(1\pm\delta/2)$, so replacing $a_K$ by $a_0$ in the denominator changes the strain by order $\delta^2$. Its square changes by order $\delta^3$, the same order as the first anharmonic term of $W_K$. The difference of the strains is $[(a-a_B)-(a-a_A)]/a_0=\delta$. $\square$

## Proof of the theorem

By Lemma 2 it suffices to minimize $w(a)$. Outside the range between $a_A$ and $a_B$ both $W_A$ and $W_B$ fall as $a$ moves towards that range, so the minimum lies within it and Lemma 3 applies. Write $e_A=u$ and $e_B=u+\delta$. The harmonic energy is

$$f(u)=xM_Au^2+(1-x)M_B(u+\delta)^2.$$

With $D=xM_A+(1-x)M_B$ this expands to

$$f(u)=Du^2+2(1-x)M_B\delta\,u+(1-x)M_B\delta^2.$$

Completing the square gives

$$f(u)=D\left[u+\frac{(1-x)M_B\delta}{D}\right]^2+(1-x)M_B\delta^2\left[1-\frac{(1-x)M_B}{D}\right].$$

The last bracket equals $xM_A/D$. Hence

$$f(u)=D\left[u+\frac{(1-x)M_B\delta}{D}\right]^2+\frac{x(1-x)M_AM_B\delta^2}{D}.\tag{3}$$

Since $D>0$, the minimum is the second term. The true $w$ differs from $f$ by $O(\delta^3)$ uniformly over the range between $a_A$ and $a_B$, so the argument of Lemma 2 shows that the minima differ by $O(\delta^3)$ as well. $\square$

The strains at the minimum are

$$e_A^*=-\frac{(1-x)M_B\delta}{D},\qquad e_B^*=e_A^*+\delta=\frac{xM_A\delta}{D}.\tag{4}$$

For $\delta>0$, layer A is compressed and layer B stretched. The products $xM_Ae_A^*$ and $(1-x)M_Be_B^*$ are equal and opposite, so the net in-plane force on the stack vanishes. From $a^*=a_A+a_0e_A^*$ and $a_0\delta=a_A-a_B$,

$$a^*=\frac{xM_Aa_A+(1-x)M_Ba_B}{D}.\tag{5}$$

The common lattice is an average weighted by stiffness as well as by thickness.

## Remarks on the result

**Remark 1 (springs in series).** Dividing $D$ by $x(1-x)M_AM_B$ gives

$$\frac{\delta^2}{W_{\rm coh}}=\frac{1}{xM_A}+\frac{1}{(1-x)M_B}.$$

The layers share a fixed total mismatch as two springs in series share an extension, and the softer spring takes more of it. The part of the energy stored in A is $xM_A(e_A^*)^2/W_{\rm coh}=(1-x)M_B/D$.

**Remark 2 (limits).** For $x\to0$, equation (2) becomes $xM_A\delta^2$: the thick B layers impose their lattice, and A carries the whole misfit. The same expression holds at any $x$ if $M_B\to\infty$. For equal moduli the result is $x(1-x)M\delta^2$, greatest at $x=\tfrac12$. In general,

$$W_{\rm coh}=\frac{M_AM_B\delta^2}{g(x)},\qquad g(x)=\frac{M_A}{1-x}+\frac{M_B}{x}.$$

The function $g$ is convex, and $g'=M_A/(1-x)^2-M_B/x^2$ vanishes when $x\sqrt{M_A}=(1-x)\sqrt{M_B}$. The coherency energy is therefore greatest at

$$x_{\max}=\frac{\sqrt{M_B}}{\sqrt{M_A}+\sqrt{M_B}},$$

which is shifted towards more of the softer material.

**Remark 3 (a substrate).** If a thick substrate fixes $a=a_s$, there is no minimization over $a$. The square in (3) remains, and the energy is

$$W(a_s)=W_{\rm coh}+D\left(\frac{a_s-a^*}{a_0}\right)^2.\tag{6}$$

For $a_s=a_B$ the added term is $D(e_B^*)^2=x^2M_A^2\delta^2/D$, and the sum is

$$\frac{xM_A\delta^2}{D}\left[(1-x)M_B+xM_A\right]=xM_A\delta^2,$$

as it must be when B is unstrained. A calculation meant for a film on a substrate should fix $a$ at the substrate value; one meant for a free-standing stack should relax it.

**Remark 4 (what "fraction" and "misfit" mean).** Dividing $a_A-a_B$ by $a_A$ or $a_B$ instead of $a_0$ changes $W_{\rm coh}$ by order $\delta^3$. So does reading $x$ as an atomic fraction, provided the cubic cells of A and B hold equal numbers of atoms. The atomic volumes then have the ratio $(a_A/a_B)^3\approx1+3\delta$, so the two fractions differ by about $3x(1-x)\delta$.

The ambiguity disappears if the energies per atom are themselves parabolas, $U_K=k_K(a-a_K)^2$, and $x$ is the atomic fraction. The algebra leading to (3) then gives, with no expansion in $\delta$,

$$U_{\rm coh}=\frac{x(1-x)k_Ak_B(a_A-a_B)^2}{xk_A+(1-x)k_B}.$$

This form suits first-principles data: $k_A$ and $k_B$ are fitted to bulk cells strained in the plane and relaxed along $z$. If the fits are poor, $xU_A(a)+(1-x)U_B(a)$ can be minimized numerically.

**Remark 5 (finite period).** Near $a^*$ let $v=(a-a^*)/a_0$, and write $\gamma=\gamma^*+\gamma'v$, taking $\gamma$ independent of $L$. Then

$$w_L=W_{\rm coh}+Dv^2+\frac{2(\gamma^*+\gamma'v)}{L}.$$

The minimum lies at $v=-\gamma'/(DL)$, and its energy is

$$W_{\rm coh}+\frac{2\gamma^*}{L}-\frac{\gamma'^2}{DL^2}.$$

The leading correction falls as $1/L$. This answers the opening question. For an interface energy at a given $a$, the reference must be bulk A and bulk B strained to the same $a$ and relaxed along $z$; the coherency energy then cancels. Alternatively, the energy of one period above the free crystals, divided by the area of a single interface, can be plotted against $L$ for fully relaxed stacks of fixed $x$. At large $L$ the slope is $W_{\rm coh}$ and the intercept is $2\gamma^*$.

## An atomistic check

The theorem was compared with a model that contains neither $M$ nor equation (2). In the Keating model of a diamond-type crystal, a bond vector $\mathbf r$ of natural length $d$ and a pair of bonds $\mathbf r,\mathbf r'$ meeting at an atom cost

$$\frac{3\alpha}{8d^2}(r^2-d^2)^2\quad\text{and}\quad\frac{3\beta}{8dd'}\left(\mathbf r\cdot\mathbf r'+\frac{dd'}{3}\right)^2,$$

with $\alpha=a_K(C_{11}+3C_{12})/4$ and $\beta=a_K(C_{11}-C_{12})/4$. A bond between A and B receives the mean $d$, $\alpha$ and $\beta$; a pair of unlike bonds receives the geometric mean of their $\beta$. All layer spacings are relaxed.

For the elastic constants used below, strained bulk cells return the moduli and normal strains of Lemma 1. At a misfit of 0.010 %, minimizing the bulk energies over $a$ reproduces (2) with a largest relative error of $4\times10^{-5}$, for $x=0.25$, 0.5 and 0.75. These tests include a pair of strongly unequal moduli, 142 and 425 GPa. For that pair a direct search puts the greatest energy at $x=0.634$, as Remark 2 predicts.

Complete superlattices with $x=\tfrac12$ approach the limit from below. At the same small misfit, their energies lie under (2) by 12.9, 6.5, 3.2 and 1.6 % for periods of 16, 32, 64 and 128 atomic layers. Each doubling halves the deficit, as Remark 5 requires.

Its size can be estimated. For nearly equal moduli and $x=\tfrac12$, $a^*$ is close to $a_0$, where a mixed bond of mean length is almost unstrained. Each interface thus removes the strain energy of about one layer spacing, or two out of $N$ per period. The estimate $2/N$ gives 3.1 % for $N=64$, against 3.2 % found. It ignores the angle terms that couple neighbouring spacings, and the difference in moduli. The sign and size of the deviation also depend on the natural length assumed for the mixed bond: in the example below, giving it the length of a germanium bond instead of the mean turns the deficit into a small excess.

## Example: germanium and silicon

Let A be germanium and B silicon, with 28 atomic layers of each, so that the atomic fraction is $x=0.5$. The inputs are rough typical values: $a_A=0.566$ nm and $a_B=0.543$ nm; $C_{11}=130$ and $C_{12}=50$ GPa for A; 165 and 65 GPa for B. Lemma 1 gives

$$M_A=130+50-\frac{2(50)^2}{130}=141.5\ \text{GPa},$$

$$M_B=165+65-\frac{2(65)^2}{165}=178.8\ \text{GPa}.$$

The weighted modulus is $D=160.2$ GPa, and the misfit is $\delta=0.023/0.5545=4.15\,\%$. Hence

$$W_{\rm coh}=\frac{0.25(141.5)(178.8)}{160.2}(0.0415)^2\ \text{GPa}\approx0.068\ \text{GPa}.$$

This is 68 MJ/m³. With a mean atomic volume of 0.0213 nm³ it is 9.0 meV per atom.

By (4) the strains are $-2.3\,\%$ in germanium and $+1.8\,\%$ in silicon. To leading order the stresses are $-3.3$ and $+3.3$ GPa, opposite because $x=0.5$. In the strained stack the germanium layer is about 8 % thicker than the silicon layer, so for the forces to balance its true stress must be smaller by the same ratio. The softer germanium stores $0.5(178.8)/160.2=56\,\%$ of the energy. The common lattice parameter is 0.553 nm, slightly below the mean because silicon is stiffer.

The square of the misfit makes the result sensitive to the lattice parameters. An error of 0.001 nm in one of them changes $a_A-a_B=0.023$ nm by 4 %, and the energy by about 9 %. In a first-principles calculation both free lattice parameters must therefore come from the same functional and settings as the strained cells.

**Anharmonicity and period.** At the full misfit the Keating model gives 9.02 meV/atom for an infinite period, 0.2 % below the harmonic value. This agreement belongs to the choice of $a_0$ in $\delta$ and to this model. Dividing by $a_B$ instead of $a_A$ alone raises $\delta^2$ by 8.7 %, and the Keating energy is not a measured anharmonicity. For the actual period of 56 layers the model gives 8.69 meV/atom, 3.7 % below its own long-period limit.

**Chemistry and temperature.** The Keating model has no chemical energy of Ge–Si bonds. If each interface costs 10 meV per primitive in-plane cell (one atom in each atomic layer), an assumed size, two interfaces shared by 56 atoms add $20/56=0.36$ meV/atom, or 4 % of $W_{\rm coh}$. If germanium expands more than silicon by an assumed $3\times10^{-6}$ per kelvin, heating by 500 K adds 0.15 % to the misfit of 4.15 %. The coherency energy then rises by about 7 %, at fixed elastic constants.

## When coherency fails

A longer period brings the energy closer to (2), but it also favours dislocations, which assumption 1 excludes. Consider a dislocation that crosses a layer of thickness $h$. As it moves forward by a unit length, it leaves a line at each interface and relaxes the misfit by $b_\parallel$, the part of its Burgers vector that lies in the interface and is perpendicular to that line. The layer stress does the work $M|e|b_\parallel h$, and two lines must be paid for.

As a rough estimate, take the line energy of isotropic elasticity for dislocations at 60° to their Burgers vector,

$$T=\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right],$$

where $G$ is the shear modulus, $\nu$ is Poisson's ratio and the 1 stands for an uncertain core energy. For a line along $[110]$ and the Burgers vector $(a_K/2)[101]$, which meet at 60°, the in-plane part $(a_K/2)[100]$ has the component $b_\parallel=a_K/(2\sqrt2)=b/2$ perpendicular to the line. With this and the isotropic relation $M=2G(1+\nu)/(1-\nu)$, the balance $M|e|b_\parallel h=2T$ becomes

$$h_c=\frac{b(1-\nu/4)}{2\pi(1+\nu)|e|}\left[\ln\frac{h_c}{b}+1\right].\tag{7}$$

Using $b=a_K/\sqrt2$, $\nu=C_{12}/(C_{11}+C_{12})$ and the strains of the example, $h_c$ is about 8 nm for germanium and 10 nm for silicon. These values depend on the shear modulus, which is inferred here from $M$ by an isotropic relation; replacing both $G$ and $\nu$ in $T$ by isotropic averages that include typical values of $C_{44}$ (67 GPa for germanium, 80 GPa for silicon), at unchanged $M$, would raise them by roughly 30 to 40 %. All values below with $C_{44}$ included are obtained in this way; replacing $G$ alone would give 40 to 55 %. Layers with a neighbour on both sides, 4.0 and 3.8 nm thick, lie below the limits. An outermost layer has only one interface, so only one line is paid for and the right side of (7) is halved. The limits then fall to about 3 nm for germanium and 4 nm for silicon, or 4.2 and 5.5 nm with $C_{44}$ included. An outermost germanium layer of 4.0 nm is therefore close to its limit or past it.

A dislocation may also enter from the surface and cross several layers. If the stack ends in a full germanium layer, a dislocation that crosses germanium, silicon and germanium feels the net force of one germanium layer, because the other two forces cancel, and it leaves only one line. With the combined thickness in the logarithm, the limit for the inner germanium layer is then about 4.5 nm instead of 8 nm, or 6 nm with $C_{44}$ included. Even at 8 nm, twice the present thickness, the finite-period deficit of the Keating model would still be near 2 % for equal numbers of layers, since it falls as $1/L$. In this estimate, then, a free-standing stack that is stable against dislocations can come close to the long-period limit but cannot approach it indefinitely.

**The real case.** The lattice and elastic constants above are of the size found in germanium and silicon, but in a stack grown on a thick substrate $a$ is not free. On silicon, equation (6) gives $xM_A\delta^2=122$ MJ/m³ instead of 68, a rise of 79 %, far larger than the other corrections considered here. Germanium then carries the full misfit, 4.15 % to leading order (4.06 % relative to its own lattice parameter). At this strain the harmonic figures are rough, because the cubic terms of a compressed and a stretched layer no longer offset each other. The Keating model gives a rise of 76 %. Third-order elastic constants of typical measured size ($C_{111}$, $C_{112}$, $C_{123}$ near $-710$, $-390$, $-20$ GPa for germanium and $-825$, $-450$, $-65$ GPa for silicon) put the energy per atom on the substrate about 11 % above the harmonic value and that of the free stack about 1 % above it, a rise near 100 %. With $b=0.400$ nm and $\nu=0.278$, the right side of (7) at $h=3.96$ nm is $1.12[\ln(9.9)+1]=3.7$ nm. This is slightly less than the layer thickness, so the layer is slightly past the limit for two lines; with $C_{44}$ included that limit would be about 5 nm. On a silicon substrate, however, one line is enough. While the germanium grows it has only one interface, and the limit falls to about 1.1 nm, or 1.7 nm with $C_{44}$ included. A thin silicon cover helps little. It is unstrained, so a dislocation can cross cover and germanium together and leave a line only at the lower interface. The right side of (7) is then still halved, with the combined thickness in the logarithm. Under 3.8 nm of silicon this gives a limit of about 2 nm, or 2.7 nm with $C_{44}$ included. In this estimate the 28 layers are therefore well past their limit, both before and after they are covered. Germanium on silicon also tends to roughen into islands after a few atomic layers, which a model of flat layers cannot describe; 28 layers is thick by that measure. The value of 68 MJ/m³ therefore applies to a flat, coherent, free-standing stack of many periods. A stack of few periods bends if it is free to do so: in a harmonic estimate, a single period curved equally in both directions keeps only about a quarter of this energy. That spherical shape stretches the sheet and is possible only for a flake a few tens of nanometres wide; a wider sheet rolls into a cylinder and keeps about half. With ten periods bending removes less than 1 % in either shape. The numerical output below lists the main values; the limits for a silicon substrate and for dislocations that leave only one line follow from (7) with the changes described and, like the values that include $C_{44}$, bending, another mixed bond or anharmonicity on the substrate, are not listed there.

## Calculated quantities

```
Inputs: A = Ge, B = Si, rough typical values
lattice parameters A, B: 0.566, 0.543 nm
C11, C12 of A: 130, 50 GPa
C11, C12 of B: 165, 65 GPa
fraction x of A: 0.50; atomic layers each: 28
mean lattice parameter a0: 0.5545 nm
mean volume per atom: 0.02131 nm^3
misfit delta: 4.148 %
biaxial moduli MA, MB: 141.54, 178.79 GPa
same from strained atomistic bulk: 141.54, 178.79 GPa
normal/in-plane strain A, B (atomistic): -0.7692, -0.7879
weighted modulus D: 160.16 GPa
in-plane strains A, B: -2.315, 1.833 %
in-plane stresses A, B: -3.277, 3.277 GPa
common lattice parameter, harmonic: 0.55316 nm
coherency energy: 67.96 MJ/m^3 = 9.040 meV/atom
x of greatest coherency energy: 0.5292
energy if held to B substrate: 121.76 MJ/m^3
Tests at small misfit
test misfit: 0.010 %
largest relative error of energy formula: 4.0e-05
unequal-moduli test, MA, MB: 141.54, 424.62 GPa
best x there, search and rule: 0.6340, 0.6340
extrapolated superlattice/formula, x=0.25: 1.00002
period  16 atomic layers, energy deviation: -12.929 %
period  32 atomic layers, energy deviation: -6.459 %
period  64 atomic layers, energy deviation: -3.228 %
period 128 atomic layers, energy deviation: -1.614 %
Example: full Keating energies at the actual misfit
infinite period: 9.018 meV/atom, a = 0.55305 nm
28 + 28 layers: 8.686 meV/atom, a = 0.55310 nm
anharmonic and normalization change: -0.24 %
finite-period change: -3.68 %
Further neglected effects, rough estimates
delta^2 spread, dividing by aB or aA: 8.7 %
assumed chemical energy per interface cell: 10 meV
its contribution: 0.36 meV/atom, 4.0 % of coherency energy
assumed expansion difference: 3.0e-06 1/K
assumed heating: 500 K
energy change by thermal misfit: 7.4 %
layer thicknesses A, B: 3.96, 3.80 nm
critical thicknesses A, B: 8.0, 10.4 nm
```
